Clearing time of a thin resist with an inhibited surface

**Problem**

A positive resist film of thickness D = 50 nm lies on an insoluble substrate. It has been exposed uniformly over a wide area and is now covered by developer. Deep inside a thick film of this material the dissolution rate would be R = 50 nm/s, but near the top surface dissolution is inhibited. At the surface itself the rate is one tenth of the bulk value, and the shortfall from the bulk rate decays exponentially with depth, with an inhibition depth δ = 10 nm.

(a) Derive the time t_c at which the film has cleared, and evaluate it.

(b) Find the depth of the dissolution front as a function of time. How long does the first 10 nm take?

(c) How much of the clearing time is due to the inhibition? What happens in very thick and very thin films?

(d) Someone averages the rate over the thickness and divides D by the average. Is the time obtained too long or too short, and by how much?

(e) How does the clearing time respond to a small change of film thickness?

(f) Estimate the main effects that the model leaves out, and decide how many digits of the answer describe a real process.

**Solution**

**The model**

Let z be the depth below the original surface, so that z = 0 is the top and z = D the substrate. Write s for the ratio of surface rate to bulk rate; here s = 0.1. The shortfall R − r(z) equals R(1 − s) at the surface and decays as exp(−z/δ), which gives

r(z) = R[1 − (1 − s) exp(−z/δ)].

At z = 0 this is sR = 5.00 nm/s. Far below the surface it tends to R. At the substrate it is 49.70 nm/s, so the film is thick enough for the rate to come close to its bulk value.

We assume that the rate depends on depth alone, that the developer keeps its strength and temperature, and that dissolution begins at t = 0 without a waiting time. The front then stays flat. A sideways detour cannot bring the developer down sooner: any path to the substrate must cross every layer of thickness dz, its length within that layer is at least dz, and the local rate is the same everywhere in the layer. The vertical path is therefore the fastest.

**(a) The clearing time**

The front moves at the local dissolution rate,

dz/dt = r(z).

Since r is positive throughout the film, we may divide by it. The layer between z and z + dz takes the time dt = dz/r(z), and the times of successive layers add:

t_c = ∫₀ᴰ dz/r(z).

To shorten the algebra, put a = 1 − s, so a = 0.9 here. Then

t_c = (1/R) ∫₀ᴰ dz/[1 − a exp(−z/δ)].

Multiply the numerator and the denominator of the integrand by exp(z/δ):

t_c = (1/R) ∫₀ᴰ exp(z/δ) dz/[exp(z/δ) − a].

The numerator is now, apart from a constant, the derivative of the denominator. Let

u = exp(z/δ) − a,  du = (1/δ) exp(z/δ) dz.

Hence exp(z/δ) dz = δ du, and the integral becomes

t_c = (δ/R) ∫ du/u = (δ/R) ln(u_D/u₀).

The lower limit is u₀ = 1 − a = s, and the upper limit is u_D = exp(D/δ) − a. Both are positive, so the logarithm is well defined. The result is

t_c = (δ/R) ln{[exp(D/δ) − (1 − s)]/s}.

The prefactor δ/R is a time, and the argument of the logarithm is a pure number, as it must be.

For the given film, D/δ = 5 and exp(5) = 148.413. The argument is

(148.413 − 0.9)/0.1 = 1475.13,

and its natural logarithm is 7.2965. With δ/R = (10 nm)/(50 nm/s) = 0.2 s,

t_c = 0.2 s × 7.2965 = 1.459 s.

The clearing time is thus about 1.46 s, or 1459 ms. The effective rate D/t_c is 34.26 nm/s, well below the bulk rate, although more than half of the film dissolves at over 90 % of that rate.

A special case confirms the form of the answer. If there is no inhibition, s = 1 and the argument reduces to exp(D/δ). The logarithm is D/δ, the inhibition depth cancels, and t_c = D/R, as for a uniform film.

**(b) The motion of the front**

The integration of part (a) holds for any depth z in place of D. The time at which the front reaches z is

t = (δ/R) ln{[exp(z/δ) − a]/s}.

Multiply by R/δ and take the exponential of both sides:

exp(Rt/δ) = [exp(z/δ) − a]/s.

Multiply by s, add a, and take the logarithm:

z(t) = δ ln[a + s exp(Rt/δ)].

At t = 0 the bracket is a + s = 1, so the front starts at z = 0. The formula applies until z reaches D.

At t = 1.00 s, for example, Rt/δ = 5, and

z = 10 nm × ln(0.9 + 0.1 × 148.413) = 27.56 nm.

The same formula gives 2.22 nm at 0.25 s and 7.51 nm at 0.50 s. The front therefore advances about 20 nm in the second half-second, against less than 8 nm in the first.

Two limits explain this shape. For very early times, Rt ≪ δ, we may use exp(Rt/δ) ≈ 1 + Rt/δ. The bracket becomes

a + s + sRt/δ = 1 + sRt/δ.

Since ln(1 + x) ≈ x for small x, z ≈ sRt: the front starts at the surface rate. At late times, when s exp(Rt/δ) is much larger than a, we may drop a and obtain

z ≈ δ ln[s exp(Rt/δ)] = Rt − δ ln(1/s).

The front then moves at the bulk rate, but it lags behind the front of an uninhibited film by the fixed distance δ ln(1/s).

To find the time for the first 10 nm, set z = δ in the formula for t:

t = 0.2 s × ln[(e − 0.9)/0.1] = 0.580 s.

This is 39.8 % of the clearing time, spent on one fifth of the thickness.

**(c) The delay caused by inhibition**

Without inhibition the film would clear in D/R = 1 s. To isolate the additional time, take exp(D/δ) out of the numerator in the logarithm:

exp(D/δ) − a = exp(D/δ)[1 − a exp(−D/δ)].

The logarithm of a product is the sum of the logarithms, and ln[exp(D/δ)] = D/δ. Therefore

t_c = D/R + (δ/R) ln{[1 − a exp(−D/δ)]/s}.

The second term is the delay. For our film it is 0.459 s, so the inhibited surface lengthens the clearing time by 46 % relative to the uninhibited film.

**Thick film.** If D ≫ δ, the exponential in the delay is negligible, and

delay → (δ/R) ln(1/s).

With our values this limit is 0.2 s × ln 10 = 0.4605 s. The actual delay of 0.4593 s is only about one millisecond shorter: at a thickness of five inhibition depths, nearly all of the inhibited region is already contained in the film. A thicker film with the same surface profile would take longer in total, but its delay would hardly grow.

The limit also shows how the parameters act. At fixed s and R, the delay is proportional to δ. Halving s adds (δ/R) ln 2, however small s already is. Thus, for this rate law, the delay grows only logarithmically as the surface becomes less soluble. The reason is that near the surface the rate rises linearly, r ≈ R(s + az/δ), with a slope close to R/δ however small s is, so a very low surface rate is confined to a layer of thickness about sδ. This behaviour belongs to the chosen profile. For the alternative law of part (f), in which the logarithm of the rate relaxes, the thick-film delay is about 0.95 s, 5.6 s and 35 s for s = 0.1, 0.01 and 0.001, a far faster growth.

If s tends to zero, however, the delay grows without limit. Close to the surface the rate then becomes Rz/δ, and the integral of dz/z diverges at z = 0. In this continuum model a perfectly insoluble surface never starts to dissolve. A real film consists of molecules of finite size, so the formula should not be trusted when the answer depends on a layer thinner than a molecule. Our film is already close to this limit: its rate changes markedly within sδ = 1 nm of the surface, a distance comparable with the size of a resist molecule. The time calculated for the topmost nanometre is therefore only a rough value.

**Thin film.** If D ≪ δ, use exp(D/δ) ≈ 1 + D/δ. The numerator in the original logarithm becomes 1 + D/δ − a = s + D/δ, so

t_c ≈ (δ/R) ln[1 + D/(sδ)].

This does not yet mean that the whole film dissolves at the surface rate. For that, D must also be small compared with sδ. Then ln[1 + D/(sδ)] ≈ D/(sδ), and

t_c ≈ D/(sR).

The stricter condition arises because the rate starts from a small value. Near the surface it is r ≈ R(s + az/δ), so it doubles at the depth sδ/a. When s is small, this depth is much less than δ. In our film sδ is 1 nm, and the surface rate describes no more than the first fraction of a nanometre.

**(d) Why the average rate gives the wrong time**

The average of the rate over the thickness is

r_av = (1/D) ∫₀ᴰ r(z) dz.

The constant term of r(z) contributes R. For the exponential term we need

∫₀ᴰ exp(−z/δ) dz = δ[1 − exp(−D/δ)].

Together,

r_av = R{1 − a(δ/D)[1 − exp(−D/δ)]}.

With the given values,

r_av = 50 nm/s × [1 − 0.9 × 0.2 × (1 − 1/148.413)] = 41.06 nm/s.

Dividing 50 nm by this rate gives 1.218 s, which is 16.6 % below the true clearing time of the model.

The sign of the error does not depend on the chosen numbers. Write the thickness as

D = ∫₀ᴰ √r × (1/√r) dz.

The Cauchy–Schwarz inequality states that the square of the integral of a product is no larger than the product of the integrals of the two squares. Hence

D² ≤ [∫₀ᴰ r dz][∫₀ᴰ dz/r] = D r_av t_c.

Dividing by D r_av, which is positive, gives

t_c ≥ D/r_av.

Equality requires √r to be proportional to 1/√r, which means that r is constant. For any non-uniform profile the averaged rate therefore predicts too short a time. Physically, the front spends more time in the slow layers than in the fast ones, whereas the thickness average gives every nanometre the same weight. The correct quantity to average over depth is 1/r, the time needed per unit thickness.

**(e) Sensitivity to thickness**

Suppose that the film becomes slightly thicker while R, s and δ stay fixed. The additional layer lies at the bottom, so it dissolves at the rate found there. Differentiating the integral for t_c with respect to its upper limit says the same:

dt_c/dD = 1/r(D) = 1/(49.70 nm/s) = 0.0201 s/nm.

One additional nanometre therefore costs about 0.02 s, or 1.4 % of the clearing time. This is a smaller relative change than the 2 % change in thickness, because the added material is of the fast kind.

**(f) What the model leaves out**

The example is set in the rough regime of a thin, well-exposed, chemically amplified resist for extreme ultraviolet (EUV) lithography, developed in aqueous tetramethylammonium hydroxide of 0.26 mol/L. Dissolution rates vary widely with material and dose, and the bulk rate, surface ratio and inhibition depth used here are round model values, not data for a particular resist. The following estimates change one thing at a time.

**Shape of the inhibition.** The surface rate, the bulk rate and δ do not fix the whole profile. Instead of the shortfall in the rate, the logarithm of the rate might relax exponentially:

r_log(z) = R s^x,  x = exp(−z/δ).

This has the same surface and bulk limits. In terms of the same x, the original law is R[1 − (1 − s)x], a straight line between the values R at x = 0 and sR at x = 1. The function s^x is convex, so between these end points it lies below the line. The alternative rate is therefore lower at every finite depth below the surface, and the clearing time must be longer. Numerical integration of 1/r_log over the film gives 1.948 s, an increase of 33.5 %. The words "exponential inhibition" thus need an equation before they define a clearing time.

**Absorption of the exposing light.** The lower part of the film receives less dose than the top. Take a rough EUV absorption coefficient α = 5 per µm. The dose at the substrate is then exp(−0.25) = 0.779 of the dose at the top. If the local rate varies as the dose to the power p, the rate is multiplied by exp(−pαz), and the clearing time becomes

t_p = ∫₀ᴰ exp(pαz) dz/r(z).

Here R is held fixed as the bulk rate belonging to the dose at the top. Numerical integration gives 1.609 s for p = 1 and 1.991 s for p = 3, increases of 10.2 % and 36.5 %. The first power represents a rate proportional to the dose, the third a moderately steeper response. On the steepest part of the dissolution curve of a high-contrast resist the local exponent can be much larger; the same integral gives about 5.1 s for p = 10 and about 31 s for p = 20. Where the rate is saturated, it hardly depends on the dose; p is then close to zero and the correction vanishes. A well-exposed film may be near this case, so the result for p = 3 applies only if the dose still lies on the steep part of the dissolution curve. If R had instead been measured at the dose reaching the substrate, the layers above would dissolve faster than assumed, and the correction would have the opposite sign.

**Consumption of the developer.** Dissolving acidic groups uses up base next to the resist. Take 8 mol/L as a rough density of such groups, with one hydroxide ion consumed by each. At the bulk rate the consumption per area is

J = 8 mol/L × 50 nm/s = 4.0 × 10⁻⁴ mol/(m² s).

Suppose that the liquid is still and that base arrives by diffusion, with a rough diffusion coefficient D_L = 2.0 × 10⁻⁹ m²/s. If an amount q per area is removed at the wall at one instant, the deficit spreads into the liquid as half a Gaussian. After a time τ its value at the wall is q/√(πD_Lτ). Adding the deficits from a steady removal, with q = J dτ, gives

Δc = ∫₀ᵗ J dτ/√(πD_Lτ) = 2J √[t/(πD_L)].

At t = t_c this is 4.7 % of the initial base concentration. For the stated inputs it is an upper estimate, because the front never moves faster than R and spends much of its time moving more slowly. If the dissolution rate varied as the third power of the base concentration, the rate would fall by at most 1 − (1 − 0.047)³, about 13 %. The diffusion length √(D_L t_c) is 54 µm, so the 50 nm movement of the resist surface does not matter to this estimate.

**Temperature.** For an assumed activation energy E = 0.3 eV, a rise from 296 K to 297 K multiplies all rates by

exp{(E/k)[1/(296 K) − 1/(297 K)]},

where k is Boltzmann's constant. The rates rise by 4.0 %, and the clearing time falls by nearly the same percentage. The size of this effect, and even its sign, depends on the resist and developer.

**Start of development.** Spreading the liquid over a wafer takes roughly 1 s, which is 0.69 of the calculated clearing time. This does not change how long a given spot needs once it is wet, but different spots start at different times. A clock started when the developer is first dispensed would therefore not read 1.46 s everywhere at clearing. Any waiting time before dissolution begins, for instance while developer penetrates the surface, would have to be added as well.

Among the effects on the local dissolution time estimated here, the shape of the inhibition and, where it occurs, a steep response to dose are the largest. Each alone, with p = 3 for the dose, moves the answer from about 1.5 s to about 2 s; a larger p moves it further. Their combined effect has not been calculated, and the separate percentages should not simply be added. The value 1.46 s is accurate for the stated rate law; for a real film with these rough parameters, even the first digit is uncertain. If R belongs to the dose at the top, as assumed above, both of the largest effects lengthen the time, and together they would take it beyond 2 s. If R belongs to the dose at the substrate, the dose effect shortens the time instead and works against the other. The model supports no more than the statement that clearing takes a time of the order of seconds, and that only while the rate does not depend very steeply on dose.

Suppose that the developer puddle is left in place for roughly 30 s. This is about 20 times the calculated clearing time, so the corrections found above for p up to about 10 would leave this well-exposed area clear long before the end. That conclusion does not carry over to weakly exposed regions, such as the edges of a pattern, where R can be far smaller. There the same integral applies along a vertical path if the local rate is known, but the front may arrive sooner from the side. The vertical integral is then an upper limit on the arrival time, not the arrival time itself.
